# Following Paschen-Back Levels and Line Strengths Through Intermediate Fields: verification in Python

```python
"""Result under test: for H = A L.S + muB B (gL Lz + gS Sz), each block of
fixed M = mL + mS is tridiagonal with simple eigenvalues; overlap tracking with
a gap-controlled field step follows its levels, and the eigenvectors give the
electric-dipole line strengths between two terms of equal spin S.
L, S: orbital and spin quantum numbers; A: spin-orbit constant (cm^-1);
B: field (T); MUB: Bohr magneton (cm^-1/T); GL, GS: orbital and spin g factors;
q: change of M in a transition. Strengths are in units of R^2, the squared
reduced orbital dipole element. Very large test fields are numerical limits."""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv, factorial
from sympy.physics.wigner import clebsch_gordan, wigner_6j

MUB = const.value('Bohr magneton in inverse meter per tesla') / 100
GL = 1.0
GS = abs(const.value('electron g factor'))
DG = GS - GL


def spins(L, S, M):
    return np.arange(max(-S, M - L), min(S, M + L) + 0.5)


def block(L, S, A, M, B):
    ms = spins(L, S, M)
    ml = M - ms
    diagonal = A * ml * ms + MUB * B * (GL * ml + GS * ms)
    s, l = ms[:-1], ml[:-1]
    off = A / 2 * np.sqrt((S*(S+1) - s*(s+1)) * (L*(L+1) - l*(l-1)))
    return np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)


def solve(L, S, A, M, B):
    energy, vec = np.linalg.eigh(block(L, S, A, M, B))
    return energy, vec * np.where(vec[0] < 0, -1.0, 1.0)


def track(L, S, A, M, B_end, rng):
    """Follow levels from zero field; new eigenvectors arrive shuffled."""
    ms = spins(L, S, M)
    half = (ms[-1] - ms[0]) / 2
    energy, vec = solve(L, S, A, M, 0.0)
    B, steps, worst = 0.0, 0, 1.0
    while B < B_end:
        if len(ms) > 1:
            gap = np.min(np.diff(np.sort(energy)))
            B_new = min(B_end, B + 0.4 * gap / (DG * MUB * half))
        else:
            gap, B_new = np.inf, B_end
        new_energy, new_vec = solve(L, S, A, M, B_new)
        shuffle = rng.permutation(len(ms))
        new_energy, new_vec = new_energy[shuffle], new_vec[:, shuffle]
        overlap = vec.T @ new_vec
        match = np.argmax(overlap**2, axis=1)
        assert len(set(match)) == len(ms)
        chosen = overlap[np.arange(len(ms)), match]
        change = DG * MUB * (B_new - B) * half
        assert np.all(1 - chosen**2 <= (change / (gap - change))**2 + 1e-10)
        assert np.all(chosen > np.sqrt(0.5))
        energy, vec = new_energy[match], new_vec[:, match]
        B, steps, worst = B_new, steps + 1, min(worst, np.min(chosen**2))
    return energy, vec, steps, worst


@lru_cache(maxsize=None)
def dipole(L1, L2, ml, q):
    return float(clebsch_gordan(L1, 1, L2, ml, q, ml + q)) / np.sqrt(2*L2 + 1)


def amplitudes(L1, L2, S, M, q, vec1, vec2):
    """Rows: upper levels of M+q; columns: lower levels of M."""
    ms1, ms2 = spins(L1, S, M), spins(L2, S, M + q)
    T = np.zeros((len(ms2), len(ms1)))
    for i, upper_spin in enumerate(ms2):
        for j, lower_spin in enumerate(ms1):
            if abs(upper_spin - lower_spin) < 1e-9:
                T[i, j] = dipole(L1, L2, int(round(M - lower_spin)), q)
    return vec2.T @ T @ vec1


def angular_momentum(j):
    m = np.arange(-j, j + 0.5)
    up = np.diag(np.sqrt(j*(j+1) - m[:-1]*(m[:-1]+1)), -1)
    jx, jy, jz = (up + up.T) / 2, (up - up.T) / 2j, np.diag(m)
    assert np.allclose(jx @ jy - jy @ jx, 1j * jz)
    assert np.allclose(jx @ jx + jy @ jy + jz @ jz, j*(j+1)*np.eye(len(m)))
    return jx, jy, jz


def full_matrix(L, S, A, B):
    l_ops, s_ops = angular_momentum(L), angular_momentum(S)
    H = A * sum(np.kron(a, b) for a, b in zip(l_ops, s_ops))
    H = H + MUB * B * GL * np.kron(l_ops[2], np.eye(int(2*S + 1)))
    return H + MUB * B * GS * np.kron(np.eye(int(2*L + 1)), s_ops[2])


def all_M(L, S):
    return np.arange(-L - S, L + S + 0.5)


def J_values(L, S, A, M):
    J = np.arange(max(abs(L - S), abs(M)), L + S + 0.5)
    return J if A > 0 else J[::-1]


rng = np.random.default_rng(4)

# Blocks against the full matrix, zero-field energies, slopes, and tracking.
for L, S, A in [(1, 0.5, 2.0), (1, 1, 2.0), (2, 1, 0.5), (3, 1.5, -1.0),
                (2, 2, 1.0)]:
    for B in (0.0, 3.7, 25.0):
        levels = np.sort(np.concatenate(
            [solve(L, S, A, M, B)[0] for M in all_M(L, S)]))
        assert np.allclose(levels, np.linalg.eigvalsh(full_matrix(L, S, A, B)),
                           atol=1e-9)
    for M in all_M(L, S):
        J = J_values(L, S, A, M)
        assert np.allclose(solve(L, S, A, M, 0.0)[0],
                           A/2 * (J*(J+1) - L*(L+1) - S*(S+1)), atol=1e-10)
        h = 1e-3
        slope = (solve(L, S, A, M, h)[0] - solve(L, S, A, M, -h)[0]) / (2*h)
        for k, j in enumerate(J):
            if j > 0:
                x, l2, s2 = j*(j+1), L*(L+1), S*(S+1)
                gJ = (GL*(x + l2 - s2) + GS*(x - l2 + s2)) / (2*x)
                assert abs(slope[k] - MUB * gJ * M) < 1e-5
        energy, vec, _, _ = track(L, S, A, M, 500.0, rng)
        assert np.all(np.diff(energy) > 0)
        assert np.array_equal(np.argmax(vec**2, axis=0), np.arange(len(J)))
        assert np.min(np.max(vec**2, axis=0)) > 0.9

# Least gap of a doublet block, found by numerical minimization.
for L, M in [(1, -0.5), (2, -1.5), (3, -0.5)]:
    A = 2.0
    found = minimize_scalar(lambda B: np.diff(solve(L, 0.5, A, M, B)[0])[0],
                            bounds=(0, 20), method='bounded',
                            options={'xatol': 1e-8})
    assert abs(found.fun - A * np.sqrt((L + 0.5)**2 - M**2)) < 1e-8
    assert abs(DG * MUB * found.x + A * M) < 1e-4

# Orbital dipole elements by quadrature of spherical harmonics.
nodes, weights = np.polynomial.legendre.leggauss(20)


def polar(l, m):
    k = abs(m)
    norm = np.sqrt((2*l+1) / (4*np.pi) * factorial(l-k) / factorial(l+k))
    return (-1 if m < 0 and k % 2 else 1) * norm * lpmv(k, l, nodes)


quad_dipole = {}
for q in (-1, 0, 1):
    D = np.zeros((5, 3))
    for m in (-1, 0, 1):
        integrand = polar(2, m + q) * polar(1, q) * polar(1, m)
        D[m + q + 2, m + 1] = (2*np.pi * np.sqrt(4*np.pi/3)
                               * np.sum(weights * integrand)) / np.sqrt(2)
        assert abs(D[m + q + 2, m + 1] - dipole(1, 2, m, q)) < 1e-12
    quad_dipole[q] = D

# Model transition 3P -> 3D.
L1, L2, S, A1, A2, SEPARATION = 1, 2, 1, 2.0, 0.5, 20000.0


def ordered_states(L, A, B):
    states = []
    for M in all_M(L, S):
        energy, vec = solve(L, S, A, M, B)
        states += [(e, M, vec[:, [k]]) for k, e in enumerate(energy)]
    return sorted(states, key=lambda state: state[0])


# Strengths in blocks against the full product space at a generic field.
B = 7.3
lower, upper = ordered_states(L1, A1, B), ordered_states(L2, A2, B)
for group in (lower, upper):
    assert np.min(np.diff([state[0] for state in group])) > 1e-5
full1 = np.linalg.eigh(full_matrix(L1, S, A1, B))[1]
full2 = np.linalg.eigh(full_matrix(L2, S, A2, B))[1]
for q in (-1, 0, 1):
    reference = abs(full2.conj().T @ np.kron(quad_dipole[q], np.eye(3))
                    @ full1)**2
    table = np.zeros((len(upper), len(lower)))
    for i, (_, M2, v2) in enumerate(upper):
        for j, (_, M1, v1) in enumerate(lower):
            if abs(M2 - M1 - q) < 1e-9:
                table[i, j] = amplitudes(L1, L2, S, M1, q, v1, v2)[0, 0]**2
    assert np.allclose(table, reference, atol=1e-9)

# Zero-field multiplet strengths against the 6j formula.
multiplet = {}
for M in all_M(L1, S):
    for q in (-1, 0, 1):
        amp = amplitudes(L1, L2, S, M, q, solve(L1, S, A1, M, 0)[1],
                         solve(L2, S, A2, M + q, 0)[1])
        for j, Ja in enumerate(J_values(L1, S, A1, M)):
            for i, Jb in enumerate(J_values(L2, S, A2, M + q)):
                key = (int(Ja), int(Jb))
                multiplet[key] = multiplet.get(key, 0) + amp[i, j]**2
for Ja in (0, 1, 2):
    for Jb in (1, 2, 3):
        sixj = float(wigner_6j(L2, Jb, S, Ja, L1, 1)) if abs(Ja-Jb) < 2 else 0
        assert abs(multiplet.get((Ja, Jb), 0)
                   - (2*Ja+1)*(2*Jb+1)*sixj**2) < 1e-10


def total_from_lower(M, B):
    v1 = solve(L1, S, A1, M, B)[1]
    return sum(np.sum(amplitudes(L1, L2, S, M, q, v1,
               solve(L2, S, A2, M + q, B)[1])**2, axis=0) for q in (-1, 0, 1))


for B in (0.0, 5.0, 40.0):
    for M in all_M(L1, S):
        assert np.allclose(total_from_lower(M, B), 1/(2*L1 + 1), atol=1e-12)


def pi_strengths(B):
    """Strengths from lower 3P J=0, M=0 to upper J'=1,2,3, M=0."""
    amp = amplitudes(L1, L2, S, 0, 0, solve(L1, S, A1, 0, B)[1],
                     solve(L2, S, A2, 0, B)[1])
    return amp[:, 0]**2


ratio = pi_strengths(0.02)[1] / pi_strengths(0.01)[1]
assert abs(ratio - 4) < 0.02
B_far = 1e4
scaled = pi_strengths(B_far)[1] * (DG * MUB * B_far)**2
predicted = (np.sqrt(2/15) * A1 - np.sqrt(3/10) * A2)**2
assert abs(scaled / predicted - 1) < 5e-3   # remainder of order A/b

# Exact crossing of the lowest M=0 and M=-1 levels of 3P.
B_cross = brentq(lambda B: solve(L1, S, A1, 0, B)[0][0]
                 - solve(L1, S, A1, -1, B)[0][0], 0.1, 40)
E_cross = solve(L1, S, A1, 0, B_cross)[0][0]
near = np.sort(abs(np.linalg.eigvalsh(full_matrix(L1, S, A1, B_cross))
                   - E_cross))
assert near[1] < 1e-8

# Avoided crossing of the upper pair in the M=0 block of 3P.
avoided = minimize_scalar(lambda B: np.diff(solve(L1, S, A1, 0, B)[0])[1],
                          bounds=(0, 15), method='bounded')
assert 0.1 < avoided.x < 14.9
assert avoided.fun < np.diff(solve(L1, S, A1, 0, 0)[0])[1]

# One coarse step mislabels the level that starts as J=2.
B_end = 40.0
coarse = (solve(L1, S, A1, 0, 0)[1].T @ solve(L1, S, A1, 0, B_end)[1])**2
assert np.argmax(coarse[2]) == 1
_, _, steps, worst = track(L1, S, A1, 0, B_end, rng)

grid = np.linspace(0, B_end, 801)
induced = np.array([pi_strengths(B)[1] for B in grid])
peak = np.argmax(induced)
assert 0 < peak < len(grid) - 1


def row(values, digits=5):
    return ' '.join(f'{v + 0.0:.{digits}f}' for v in values)


print(f'muB = {MUB:.6f} cm^-1/T; gL = {GL:.0f}; gS = {GS:.6f}')
print(f'A(3P) = {A1} cm^-1; A(3D) = {A2} cm^-1')
print(f'term separation = {SEPARATION:.0f} cm^-1')
print('M=0 blocks at 5 T, basis mS = -1, 0, 1:')
for name, L, A in (('3P', L1, A1), ('3D', L2, A2)):
    H = block(L, S, A, 0, 5.0)
    energy, vec = solve(L, S, A, 0, 5.0)
    print(f'{name} diagonal (cm^-1): {row(np.diag(H))}')
    print(f'{name} off-diagonal (cm^-1): {row(np.diag(H, 1))}')
    print(f'{name} energies (cm^-1): {row(energy)}')
    for k, J in enumerate(J_values(L, S, A, 0)):
        print(f'{name} vector from J={J:.0f}: {row(vec[:, k])}')
print('dipole elements q=0, mS=-1,0,1 (R):',
      row([dipole(1, 2, m, 0) for m in (1, 0, -1)]))
amp5 = amplitudes(L1, L2, S, 0, 0, solve(L1, S, A1, 0, 5)[1],
                  solve(L2, S, A2, 0, 5)[1])[:, 0]
print("amplitudes J=0 to J'=1,2,3 at 5 T (R):", row(amp5))
print(f'total strength from J=0 at 5 T = {total_from_lower(0, 5)[0]:.6f} R^2')
print('Tracked M=0 levels; E of 3P J=0,1,2 in cm^-1;')
print("w = mS weights -1,0,1 of 3P J=2; s = J=0 to J'=1,2,3 in R^2;")
print("line = position of J=0 to J'=1 in cm^-1")
for B in (0.0, 2.0, 5.0, 10.0, 20.0, 40.0):
    e1, v1, _, _ = track(L1, S, A1, 0, B, rng)
    e2, v2, _, _ = track(L2, S, A2, 0, B, rng)
    s = amplitudes(L1, L2, S, 0, 0, v1, v2)[:, 0]**2
    print(f'{B:.0f} T: E {row(e1, 4)}; w {row(v1[:, 2]**2, 4)}')
    print(f'  s {row(s, 6)}; line {SEPARATION + e2[0] - e1[0]:.4f}')
print(f'high-field strength J=0 to J\'=1 = {dipole(1, 2, 1, 0)**2:.6f} R^2')
print(f"largest J=0 to J'=2 strength = {induced[peak]:.6f} R^2")
print(f'  at B = {grid[peak]:.2f} T (grid step {grid[1]:.2f} T)')
print(f'small-field strength ratio, 0.02 T to 0.01 T = {ratio:.4f}')
print(f'high-field s*b^2: computed {scaled:.5f}, law {predicted:.5f} R^2 cm^-2')
print(f'3P diagonal elements mS=0,1 meet at {A1/(DG*MUB):.4f} T')
print(f'3P least J=1,2 gap = {avoided.fun:.4f} cm^-1 at {avoided.x:.3f} T')
print(f'3P M=0,-1 exact crossing: {B_cross:.4f} T, E = {E_cross:.4f} cm^-1')
print(f'safe tracking of 3P M=0 to 40 T: {steps} steps')
print(f'  smallest squared overlap = {worst:.4f}')
print(f'one step 0 to 40 T, J=2 squared overlaps: {row(coarse[2], 4)}')
print('verified')
```

Printed output:

```
muB = 0.466864 cm^-1/T; gL = 1; gS = 2.002319
A(3P) = 2.0 cm^-1; A(3D) = 0.5 cm^-1
term separation = 20000 cm^-1
M=0 blocks at 5 T, basis mS = -1, 0, 1:
3P diagonal (cm^-1): -4.33974 0.00000 0.33974
3P off-diagonal (cm^-1): 2.00000 2.00000
3P energies (cm^-1): -5.22697 -1.24054 2.46751
3P vector from J=0: 0.90454 -0.40127 0.14417
3P vector from J=1: 0.37146 0.57561 -0.72849
3P vector from J=2: 0.20934 0.71250 0.66972
3D diagonal (cm^-1): -2.83974 0.00000 1.83974
3D off-diagonal (cm^-1): 0.86603 0.86603
3D energies (cm^-1): -3.09461 -0.10993 2.20455
3D vector from J=1: 0.95814 -0.28199 0.04949
3D vector from J=2: 0.27846 0.87775 -0.38989
3D vector from J=3: 0.06650 0.38735 0.91953
dipole elements q=0, mS=-1,0,1 (R): 0.31623 0.36515 0.31623
amplitudes J=0 to J'=1,2,3 at 5 T (R): 0.31764 -0.06673 0.00419
total strength from J=0 at 5 T = 0.333333 R^2
Tracked M=0 levels; E of 3P J=0,1,2 in cm^-1;
w = mS weights -1,0,1 of 3P J=2; s = J=0 to J'=1,2,3 in R^2;
line = position of J=0 to J'=1 in cm^-1
0 T: E -4.0000 -2.0000 2.0000; w 0.1667 0.6667 0.1667
  s 0.111111 0.000000 0.000000; line 20002.5000
2 T: E -4.2634 -1.8100 2.0734; w 0.1018 0.6387 0.2595
  s 0.104488 0.004614 0.000004; line 20002.3553
5 T: E -5.2270 -1.2405 2.4675; w 0.0438 0.5077 0.4485
  s 0.100896 0.004453 0.000018; line 20002.1324
10 T: E -7.2625 -0.5742 3.8368; w 0.0090 0.2486 0.7424
  s 0.099802 0.002794 0.000007; line 20001.9400
20 T: E -11.7069 -0.1734 7.8803; w 0.0007 0.0636 0.9357
  s 0.099722 0.001256 0.000001; line 20001.7721
40 T: E -20.9102 -0.0451 16.9553; w 0.0000 0.0139 0.9861
  s 0.099873 0.000432 0.000000; line 20001.6533
high-field strength J=0 to J'=1 = 0.100000 R^2
largest J=0 to J'=2 strength = 0.005030 R^2
  at B = 2.95 T (grid step 0.05 T)
small-field strength ratio, 0.02 T to 0.01 T = 3.9994
high-field s*b^2: computed 0.20808, law 0.20833 R^2 cm^-2
3P diagonal elements mS=0,1 meet at 4.2740 T
3P least J=1,2 gap = 3.7078 cm^-1 at 4.897 T
3P M=0,-1 exact crossing: 3.6814 T, E = -4.7577 cm^-1
safe tracking of 3P M=0 to 40 T: 9 steps
  smallest squared overlap = 0.9032
one step 0 to 40 T, J=2 squared overlaps: 0.1091 0.6367 0.2542
verified
```
